\section*{Series and Parallel Limits on the Conductivity of an Equal-Volume Composite}

\section*{Problem}

A rectangular box of length $L$ and end area $A$ is filled with two isotropic materials that occupy equal volumes. Their thermal conductivities are $k_1=1$ and $k_2=100$~W/(m\,K). The two end faces are held at uniform temperatures $T_h$ and $T_c$, with $\Delta=T_h-T_c>0$. The four side faces are insulated, the state is steady, and there are no heat sources inside. Where the materials touch, the thermal contact is perfect. If the heat current through the box is $Q$, its effective conductivity is defined by
\begin{equation}
k_{\rm eff}=\frac{QL}{A\Delta}.
\label{def}
\end{equation}

\begin{enumerate}
\item[(a)] Find $k_{\rm eff}$ when the materials form two flat layers across the heat flow (series).
\item[(b)] Find $k_{\rm eff}$ when they form two layers along the heat flow (parallel).
\item[(c)] Show that no other arrangement of the same equal volumes gives a value outside the range set by (a) and (b). Which arrangements reach its ends?
\item[(d)] Each layer is 100~$\mu$m thick, and 10~K is applied over a path of 200~$\mu$m. Find the heat flux for both orientations, the temperature drops in the series case and the division of the current in the parallel case.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item In (a), ask which quantity is the same in both layers: the flux or the temperature gradient. Then ask the same question for (b).
\item For (c), you do not need to solve for the temperature. Write $\mathbf g=-\nabla T$ and $\mathbf q=k\mathbf g$, and find the volume averages of $g_x$, $q_x$ and $\mathbf q\cdot\mathbf g$ from the conditions on the faces.
\item The average of a product obeys $\langle uv\rangle^2\le\langle u^2\rangle\langle v^2\rangle$. Split $g_x$ into $k^{-1/2}$ times $k^{1/2}g_x$, and then split $q_x$ in a similar way.
\item In (d), a thickness in $\mu$m divided by a conductivity in W/(m\,K) is a resistance in mm$^2$\,K/W.
\end{enumerate}

\section*{Solution}

Fourier's law, $\mathbf q=-k\nabla T$, contains no universal constant. The algebra below therefore reads the same in atomic units and in any other consistent set. The $x$ axis runs along the box from the hot end to the cold end, so that heat flows towards positive $x$.

\subsection*{(a) Layers across the flow}

Equal volumes and equal cross-sections mean that each layer has thickness $L/2$. In the steady state no heat accumulates at the junction, so the same flux $q=Q/A$ crosses both layers. Fourier's law gives the temperature drop in each one:
\begin{equation}
\Delta_1=\frac{qL}{2k_1},\qquad
\Delta_2=\frac{qL}{2k_2}.
\end{equation}
Perfect contact means that there is no extra temperature jump at the junction. The drops add up to the applied difference:
\begin{equation}
\Delta=\Delta_1+\Delta_2
=\frac{qL}{2}\left(\frac1{k_1}+\frac1{k_2}\right)
=\frac{qL}{2}\,\frac{k_1+k_2}{k_1k_2}.
\end{equation}
Since $k_{\rm eff}=qL/\Delta$ by \eqref{def},
\begin{equation}
k_{\rm ser}=\frac{2k_1k_2}{k_1+k_2}
=\frac{2\times1\times100}{101}
=1.98~{\rm W/(m\,K)}.
\label{ser}
\end{equation}
This is the harmonic mean of the two conductivities. It lies close to $2k_1$ because the poor conductor supplies nearly all the resistance but fills only half the path.

\subsection*{(b) Layers along the flow}

Now each material reaches from the hot end to the cold end and has end area $A/2$. A temperature that falls linearly from $T_h$ to $T_c$ satisfies the heat equation in both layers. It is also the same on both sides of their common face, so no heat crosses that face. Both layers thus have the gradient $\Delta/L$, and their currents add:
\begin{equation}
Q=\frac A2\,k_1\frac{\Delta}{L}+\frac A2\,k_2\frac{\Delta}{L}
=\frac{A\Delta}{L}\,\frac{k_1+k_2}{2}.
\end{equation}
Comparison with \eqref{def} gives the arithmetic mean,
\begin{equation}
k_{\rm par}=\frac{k_1+k_2}{2}=\frac{101}{2}
=50.5~{\rm W/(m\,K)}.
\label{par}
\end{equation}
Here the good conductor dominates, and the result is close to $k_2/2$: half the area carries nearly all the heat.

In the units of electronic-structure work, the two results are $1.24\times10^{9}$ and $3.15\times10^{10}$~eV/(s\,\AA\,K).

\subsection*{(c) Why these values are bounds}

Let the materials be arranged in any way, so that $k(\mathbf r)$ equals $k_1$ or $k_2$ from place to place. Angle brackets denote an average over the volume $AL$ of the box. Let $G=\Delta/L$. Three averages are needed.

\paragraph{Mean gradient.} Follow any line parallel to $x$ from the hot end to the cold end. The temperature is continuous along it, including at the junctions, so
\begin{equation}
\int_0^L g_x\,dx=-\int_0^L\frac{\partial T}{\partial x}\,dx
=T_h-T_c=\Delta .
\end{equation}
Every such line gives the same result. Averaging over the lines and dividing by $L$ gives
\begin{equation}
\langle g_x\rangle=G.
\label{meang}
\end{equation}

\paragraph{Mean flux.} The sides are insulated and the state is steady, so the same current $Q$ passes through every cross-section. The mean of $q_x$ over each section is $Q/A$, and hence
\begin{equation}
\langle q_x\rangle=\frac QA=k_{\rm eff}G.
\label{meanq}
\end{equation}

\paragraph{Mean product.} Without sources $\nabla\cdot\mathbf q=0$, and the product rule gives
\begin{equation}
\nabla\cdot(T\mathbf q)=T\,\nabla\cdot\mathbf q+\mathbf q\cdot\nabla T
=-\mathbf q\cdot\mathbf g .
\end{equation}
Integrate this over the box. At internal junctions $T$ and the normal component of $\mathbf q$ are continuous, so the surface terms from the two sides cancel. The outer sides contribute nothing because no heat crosses them. With the normal pointing outwards, the heat current through the hot end is $-Q$ and that through the cold end is $+Q$. The divergence theorem then gives
\begin{equation}
\int\mathbf q\cdot\mathbf g\,dV
=-\left[T_h(-Q)+T_cQ\right]=Q\Delta .
\end{equation}
Dividing by $AL$ and using $Q/A=k_{\rm eff}G$ gives
\begin{equation}
\langle\mathbf q\cdot\mathbf g\rangle
=\frac QA\,\frac{\Delta}{L}=k_{\rm eff}G^2 .
\label{diss}
\end{equation}

\paragraph{The inequality.} For any two functions $u$ and $v$, with $v$ not zero everywhere, set $\lambda=\langle uv\rangle/\langle v^2\rangle$. The average of a square cannot be negative, so
\begin{equation}
0\le\langle(u-\lambda v)^2\rangle
=\langle u^2\rangle-2\lambda\langle uv\rangle+\lambda^2\langle v^2\rangle
=\langle u^2\rangle-\frac{\langle uv\rangle^2}{\langle v^2\rangle}.
\end{equation}
This is the Cauchy--Schwarz inequality, $\langle uv\rangle^2\le\langle u^2\rangle\langle v^2\rangle$. Equality requires $u=\lambda v$.

\paragraph{Lower bound.} Take $u=k^{-1/2}$ and $v=k^{1/2}g_x$, whose product is $g_x$. From \eqref{meang},
\begin{equation}
G^2=\langle g_x\rangle^2
\le\left\langle\frac1k\right\rangle\langle kg_x^2\rangle
\le\left\langle\frac1k\right\rangle\langle k\,\mathbf g\cdot\mathbf g\rangle
=\left\langle\frac1k\right\rangle k_{\rm eff}G^2 .
\label{low}
\end{equation}
The second inequality holds because $\mathbf g\cdot\mathbf g$ also contains the squares of the transverse components. The last equality is \eqref{diss}, since $k\,\mathbf g\cdot\mathbf g=\mathbf q\cdot\mathbf g$. Dividing by $G^2\langle1/k\rangle$ leaves $k_{\rm eff}\ge1/\langle1/k\rangle$.

\paragraph{Upper bound.} Take $u=k^{1/2}$ and $v=k^{-1/2}q_x$, whose product is $q_x$. From \eqref{meanq},
\begin{equation}
k_{\rm eff}^2G^2=\langle q_x\rangle^2
\le\langle k\rangle\left\langle\frac{q_x^2}{k}\right\rangle
\le\langle k\rangle\left\langle\frac{\mathbf q\cdot\mathbf q}{k}\right\rangle
=\langle k\rangle\,k_{\rm eff}G^2 .
\label{up}
\end{equation}
This time $\mathbf q\cdot\mathbf q/k=\mathbf q\cdot\mathbf g$ was used. Dividing by the positive quantity $k_{\rm eff}G^2$ leaves $k_{\rm eff}\le\langle k\rangle$.

For equal volumes, $\langle1/k\rangle=(1/k_1+1/k_2)/2$ and $\langle k\rangle=(k_1+k_2)/2$. The bounds are therefore the values found in (a) and (b):
\begin{equation}
1.98~{\rm W/(m\,K)}\le k_{\rm eff}\le50.5~{\rm W/(m\,K)}.
\label{range}
\end{equation}

\paragraph{Which arrangements reach the ends?} Equality in \eqref{low} requires zero transverse gradients and a uniform $kg_x$. Then $T$ depends on $x$ alone, and so does $k$. The lower bound is thus reached by flat layers across the flow. Their number and order do not matter, because $\langle1/k\rangle$ contains neither.

Equality in \eqref{up} requires zero transverse flux and a uniform $q_x/k=g_x$. Then $q_x=kG$, and $\nabla\cdot\mathbf q=0$ requires that $k$ does not change along $x$. The upper bound is reached by layers along the flow, and equally by straight columns of any cross-section that run from end to end.

\paragraph{How much room lies between the bounds?} Dividing \eqref{par} by \eqref{ser} gives
\begin{equation}
\frac{k_{\rm par}}{k_{\rm ser}}=\frac{(k_1+k_2)^2}{4k_1k_2}
=\frac{101^2}{400}=25.5 .
\end{equation}
The ratio is 1 when $k_1=k_2$, as it must be when there is only one conductivity. At the present contrast, the volume fractions alone leave a wide range open.

Finite-element solutions of the heat equation illustrate this. Twenty random mosaics were made from $8\times8$ square tiles, half of each material, with no variation in the third direction. On a $32\times32$ grid their conductivities ran from 4.92 to 28.95~W/(m\,K), all inside \eqref{range}. These values are rough and too high, because the flux varies very sharply where tiles of the same material meet only at a corner, and the result converges slowly there. For the mosaic with the highest value, a $64\times64$ grid gave 28.11 instead of 28.95~W/(m\,K). This change of 3\% understates the error: meshes refined towards the corners place the conductivity between 25.1 and 26.4~W/(m\,K), so the first value is roughly 10 to 15\% too high. For some of the other mosaics the error is much larger and exceeds 40\%.

A small departure from perfect layers can leave the conductivity near the bounds, depending on where the material is moved. In one example, two tiles at corners of the square pattern, one of each material, were exchanged. This raised the series value to 2.12~W/(m\,K) and lowered the parallel value to 47.2~W/(m\,K) on the coarser grid. Each is a change of about 7\% relative to the perfect layers.

\subsection*{(d) Fluxes and temperature drops}

\paragraph{Heat crossing the layers.} The resistances for unit area are
\begin{equation}
R_1=\frac{100}{1}=100~{\rm mm^2\,K/W},\qquad
R_2=\frac{100}{100}=1~{\rm mm^2\,K/W}.
\end{equation}
Their sum is 101~mm$^2$\,K/W. Because 1~W/mm$^2$ is 1000~kW/m$^2$, the flux is
\begin{equation}
q_{\rm ser}=\frac{10}{101}\times1000=99.0~{\rm kW/m^2}.
\end{equation}
The temperature drops are proportional to the resistances:
\begin{equation}
\Delta_1=10\times\frac{100}{101}=9.90~{\rm K},\qquad
\Delta_2=10\times\frac{1}{101}=0.10~{\rm K}.
\end{equation}

\paragraph{Heat running along the layers.} Path length, total end area and temperature difference are kept the same. The gradient is 10~K over 200~$\mu$m in both materials, so the fluxes are
\begin{equation}
q_1=50~{\rm kW/m^2},\qquad q_2=5000~{\rm kW/m^2}.
\end{equation}
Each material has half the area, and the mean flux is $(50+5000)/2=2525$~kW/m$^2$. This is 25.5 times the series flux. The good conductor carries $5000/5050=99.0\%$ of the heat.

The two cases mirror each other. In series, the poor conductor takes the fraction $k_2/(k_1+k_2)$ of the temperature drop. In parallel, the good conductor takes the same fraction of the current.

\subsection*{Comparison with a real coating}

The parameters lie in the regime of vitreous enamel on bcc iron, for which rough conductivities near room temperature are 1 and 80~W/(m\,K). The round value of 100 is thus somewhat high for iron. With 80 instead, the series value is 1.975~W/(m\,K), almost unchanged, while the parallel value falls to 40.5~W/(m\,K). Heat passing through a coated wall meets the layers in series. When the layers are equally thick, the enamel supplies nearly all of their resistance, so of the two conductivities, that of the enamel matters far more. The enamel does not dominate in every wall: under 0.1~mm of enamel, 10~mm of iron with a conductivity of 80~W/(m\,K) supplies 56\% of the resistance of the two layers. The equal thicknesses are a choice made for this exercise. Fluid films on the outer faces can add further resistance, which is not counted here.

Real enamel contains gas bubbles, which breaks the assumption of a uniform layer. A three-dimensional solution with cubic bubbles filling 4.8\% of the enamel, and a gas conductivity of 0.03~W/(m\,K), lowers the enamel value to 0.93~W/(m\,K). The series value becomes 1.84~W/(m\,K), about 7\% below the ideal one. Temperature matters to a similar degree. Suppose, as a rough assumption, that the enamel conductivity rises by 0.1\% per kelvin and that of iron falls by the same percentage. Starting from the reference values 1 and 100~W/(m\,K), use at 100~K above the reference temperature then changes the series value to 2.17 and the parallel value to 45.6~W/(m\,K), each a shift of about 10\%.

Radiation through the enamel is small here. For a mean temperature of 300~K, take the enamel as transparent, with refractive index $n=1.5$ and black faces. The estimate $n^2\sigma(T_a^4-T_b^4)$, with $\sigma$ the Stefan--Boltzmann constant and $T_a$, $T_b$ the temperatures of the two enamel faces, gives 0.14~kW/m$^2$, or 0.14\% of the series flux. For the electron mean free path in iron, take 10~nm as a rough and cautious value. This is 0.01\% of the layer thickness, which supports the use of a bulk conductivity. The numerical output lists the inputs and results of these estimates.

\section*{Variation 1: unequal volumes and extreme conductors}

\textbf{Question.} The poor conductor fills a fraction $f$ of the volume, with $0<f<1$. Find the bounds, and examine them for $k_2\to\infty$ and for $k_1\to0$.

\textbf{Solution.} The proof in (c) used equal volumes only in the last step, where the averages were evaluated. Now $\langle1/k\rangle=f/k_1+(1-f)/k_2$ and $\langle k\rangle=fk_1+(1-f)k_2$, so
\begin{equation}
\left(\frac f{k_1}+\frac{1-f}{k_2}\right)^{-1}
\le k_{\rm eff}\le fk_1+(1-f)k_2 .
\end{equation}
Let $k_2\to\infty$ with $k_1$ and $f$ fixed. The second resistance term vanishes and the lower bound tends to $k_1/f$, while the upper bound grows without limit. For $f=1/2$ and $k_1=1$~W/(m\,K), the series value therefore approaches 2~W/(m\,K) from below. Even $k_2=10^6$~W/(m\,K), a purely mathematical value, gives 1.999998~W/(m\,K). When heat must cross a poor layer, improving the good one brings almost nothing once its resistance term $(1-f)/k_2$ is much smaller than $f/k_1$; a thinner poor layer does help.

Now let $k_1\to0$ with $k_2$ fixed. The lower bound tends to zero, because an insulating layer across the path blocks the flow. The upper bound tends to $(1-f)k_2$, because columns of the good conductor still join the two ends.

\section*{Variation 2: a resistive interface between thin layers}

\textbf{Question.} In the series arrangement, let the junction have a resistance $r=0.01$~mm$^2$\,K/W for unit area, a rough value. By what fraction does it lower the effective conductivity of two layers of equal thickness $d$? At what $d$ does the loss reach 10\%?

\textbf{Solution.} The flux $q$ now produces an additional temperature jump $qr$ at the junction. With $R=d(1/k_1+1/k_2)$, the total resistance is $R+r$. The path length is still $2d$, so
\begin{equation}
k_{\rm eff}=\frac{2d}{R+r}=k_{\rm ser}\,\frac{R}{R+r},
\qquad
1-\frac{k_{\rm eff}}{k_{\rm ser}}=\frac{r}{R+r}.
\end{equation}
For $d=100~\mu$m the loss is $0.01/101.01$, or about 0.01\%, which is why it could be ignored in (d). A loss of 10\% requires $R+r=10r$, that is, $R=9r$:
\begin{equation}
d=\frac{9r}{1/k_1+1/k_2}
=\frac{9\times0.01}{1.01}~\mu{\rm m}\approx 89~{\rm nm}.
\end{equation}
Since $r$ is rough, this means a thickness of the order of 100~nm.

The result lies below the lower bound of (c) without contradicting it. The proof assumed a continuous temperature. With a jump at the junction, the gradients inside the materials account for only $\Delta-qr$, so \eqref{meang} no longer holds. In the parallel arrangement both sides of the junction have the same temperature at each $x$. No heat crosses it, and $r$ has no effect.

At this thickness a mean free path of 10~nm, the cautious value used above, would be about a tenth of the layer, and the bulk value of $k_2$ might no longer be accurate. The series result is protected from this error, because iron supplies only $1/101$ of $R$: doubling its resistance would raise $R$ by about 1\%. The parallel result has no such protection, since there the iron carries nearly all the heat.

\section*{Values computed for the example and the checks}
\begin{verbatim}
k1 (enamel-like): 1 W/(m K)
k2 (iron-like): 100 W/(m K)
series limit: 1.980198 W/(m K)
parallel limit: 50.5 W/(m K)
series limit: 1.236e+09 eV/(s angstrom K)
parallel limit: 3.152e+10 eV/(s angstrom K)
ratio of limits: 25.50
series value for k2 = 1e6 W/(m K): 1.999998 W/(m K)
-- finite-element arrangements, equal volumes
20 mosaics, lowest k_eff: 4.92 W/(m K)
20 mosaics, highest k_eff: 28.95 W/(m K)
first mosaic, 32 x 32 grid: 28.95 W/(m K)
first mosaic, 64 x 64 grid: 28.11 W/(m K)
series layers, one pair swapped: 2.121 W/(m K)
parallel layers, one pair swapped: 47.24 W/(m K)
-- worked example
thickness of each layer: 100 um
path length: 200 um
temperature difference: 10 K
mean temperature: 300 K
resistance of enamel: 100 mm^2 K/W
resistance of iron: 1 mm^2 K/W
series flux: 99.01 kW/m^2
series drop in enamel: 9.901 K
series drop in iron: 0.099 K
parallel flux in enamel: 50 kW/m^2
parallel flux in iron: 5000 kW/m^2
parallel mean flux: 2525 kW/m^2
parallel heat share of iron: 99.01 %
-- neglected effects (rough inputs)
bubble volume share in enamel: 4.8 %
gas conductivity: 0.03 W/(m K)
enamel with bubbles: 0.929 W/(m K)
series value with bubbles: 1.840 W/(m K)
slopes, enamel and iron: 0.1, -0.1 %/K
series, 100 K warmer: 2.173 W/(m K)
parallel, 100 K warmer: 45.55 W/(m K)
series with iron at 80 W/(m K): 1.975 W/(m K)
parallel with iron at 80 W/(m K): 40.5 W/(m K)
interface resistance: 0.01 mm^2 K/W
series loss from one interface: 0.0099 %
layer thickness for 10 % loss: 89.1 nm
electron mean free path in iron: 10 nm
mean free path / thickness: 0.010 %
refractive index of enamel: 1.5
radiative flux estimate: 0.137 kW/m^2
radiative / series flux: 0.138 %
\end{verbatim}
